# Generalized norm conservation and the Hermiticity of Vanderbilt's nonlocal operator

## A discrepancy of 0.075 hartree

Take the 1s and 2s states of hydrogen and replace each, inside a sphere of radius \(R=3\) bohr, by a smooth pseudo wave. Each pseudo wave keeps the norm of its original inside the sphere. The matrix from which a two-projector pseudopotential is built then has the off-diagonal elements

\[
B_{12}=-1.450131,\qquad B_{21}=-1.375131\ \text{hartree}.
\]

All the waves are real, so a Hermitian matrix would have equal elements here. They differ by \(-0.0750\) hartree, or \(-2.04\) eV. The reference energies are \(e_1=-0.500\) and \(e_2=-0.125\) hartree, and the overlap of the two pseudo waves inside the sphere falls short of the original overlap by \(0.2000\). The product \((e_1-e_2)\times0.2000=-0.375\times0.2000\) is also \(-0.0750\) hartree. Why should an overlap deficit, multiplied by an energy difference, measure the failure of Hermiticity?

## First case: two real s waves

I use Hartree atomic units and write \(u(r)\) for \(r\) times the radial function, so that radial integrals carry no factor \(r^2\). For \(l=0\) the kinetic operator is \(T=-\tfrac12\,d^2/dr^2\). The all-electron waves \(\psi_i\), regular at the origin, obey

\[
(T+V)\psi_i=e_i\psi_i ,
\]

with \(V\) real and local; for hydrogen \(V=-1/r\). The pseudo waves \(\phi_i\) are regular, equal \(\psi_i\) for \(r\ge R\), and join it with continuous value and slope. A real local potential \(V_{\rm loc}\), equal to \(V\) beyond \(R\), is chosen freely inside. What it lacks in order to make \(\phi_j\) a solution at \(e_j\) is collected in

\[
\chi_j=(e_j-T-V_{\rm loc})\phi_j .
\]

Beyond \(R\) we have \(\phi_j=\psi_j\) and \(V_{\rm loc}=V\), so \(\chi_j=0\) there. At \(R\) the second derivative of \(\phi_j\) may jump, which gives \(\chi_j\) a finite step. A jump in slope would put a delta function into \(\chi_j\) at \(R\), as discussed below.

With \(\langle f|g\rangle_R=\int_0^R f^*g\,dr\), define

\[
B_{ij}=\langle\phi_i|\chi_j\rangle_R,\qquad
Q_{ij}=\langle\psi_i|\psi_j\rangle_R-\langle\phi_i|\phi_j\rangle_R .
\]

The order in \(Q\), all-electron minus pseudo, fixes the sign of the result.

For real waves, the terms in \(V_{\rm loc}\) cancel when \(B_{21}\) is subtracted from \(B_{12}\):

\[
B_{12}-B_{21}=(e_2-e_1)\langle\phi_1|\phi_2\rangle_R
+\tfrac12\int_0^R(\phi_1\phi_2''-\phi_1''\phi_2)\,dr .
\]

The integrand is the derivative of \(\phi_1\phi_2'-\phi_1'\phi_2\), because the products \(\phi_1'\phi_2'\) cancel. This combination vanishes at the origin, where both waves do. Hence

\[
B_{12}-B_{21}=(e_2-e_1)\langle\phi_1|\phi_2\rangle_R+\tfrac12W,
\qquad W=(\phi_1\phi_2'-\phi_1'\phi_2)_{r=R}.
\]

The kinetic operator is not Hermitian on a finite sphere; \(W\) is the surface term it leaves. Since \(W\) contains only values and slopes at \(R\), it is the same for the all-electron waves, and their equation determines it. Multiply the equation for \(\psi_2\) by \(\psi_1\), the one for \(\psi_1\) by \(\psi_2\), subtract and integrate. The potential cancels again:

\[
0=(e_2-e_1)\langle\psi_1|\psi_2\rangle_R+\tfrac12W .
\]

Subtracting this zero from the previous line removes \(W\):

\[
B_{12}-B_{21}=(e_2-e_1)\big[\langle\phi_1|\phi_2\rangle_R-\langle\psi_1|\psi_2\rangle_R\big]
=(e_1-e_2)Q_{12}.
\]

**Numbers.** Each \(\psi_i\) is scaled to unit norm inside \(R\). At the surface \(\psi_1=0.30843\), \(\psi_1'=-0.20562\), \(\psi_2=-0.87765\) and \(\psi_2'=-0.73137\) in atomic units, so

\[
\tfrac12W=\tfrac12\big[(0.30843)(-0.73137)-(-0.20562)(-0.87765)\big]=-0.20302 .
\]

The all-electron overlap inside is \(0.54139\), and \((e_1-e_2)\times0.54139=-0.20302\), as required. The pseudo overlap is \(0.54139-0.20000=0.34139\). Therefore

\[
B_{12}-B_{21}=0.375\times0.34139-0.20302=-0.0750\ \text{hartree}.
\]

The surface term is fixed by the true overlap, and the pseudo overlap is too small to balance it.

**Limit: no pseudization.** If \(\phi_i=\psi_i\), then \(Q=0\). Independently, \(\chi_j=(V-V_{\rm loc})\psi_j\), so \(B_{ij}=\langle\psi_i|V-V_{\rm loc}|\psi_j\rangle_R\), which is visibly symmetric. The two statements agree.

## Complex waves, any \(l\), any number of energies

In a fixed channel \((l,m)\) the kinetic operator becomes

\[
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
\]

Different channels do not mix, because the potentials are spherical and the spherical harmonics are orthogonal. Let the waves be complex and the energies real. For regular \(f\) and \(g\) the real centrifugal term cancels in the difference

\[
\langle f|Tg\rangle_R-\langle Tf|g\rangle_R
=-\tfrac12\int_0^R(f^*g''-f^{*\prime\prime}g)\,dr
=-\tfrac12W[f,g],
\]

\[
W[f,g]=(f^*g'-f^{*\prime}g)_{r=R}.
\]

At the origin \(f\) and \(g\) behave as \(r^{l+1}\), so each product in the surface term is of order \(r^{2l+1}\) and vanishes.

Conjugating \(B_{ji}\) exchanges the two sides of the inner product:

\[
B_{ji}^*=\langle\chi_i|\phi_j\rangle_R=\langle(e_i-T-V_{\rm loc})\phi_i|\phi_j\rangle_R .
\]

Subtract this from \(B_{ij}\). The real \(V_{\rm loc}\) drops out, and \(T\) enters with a minus sign:

\[
\begin{aligned}
B_{ij}-B_{ji}^*&=(e_j-e_i)\langle\phi_i|\phi_j\rangle_R
-\big[\langle\phi_i|T\phi_j\rangle_R-\langle T\phi_i|\phi_j\rangle_R\big]\\
&=(e_j-e_i)\langle\phi_i|\phi_j\rangle_R+\tfrac12W[\phi_i,\phi_j].
\end{aligned}
\]

The same operation on \((e_j-T-V)\psi_j=0\) gives

\[
0=(e_j-e_i)\langle\psi_i|\psi_j\rangle_R+\tfrac12W[\psi_i,\psi_j].
\]

Matching of value and slope makes the two \(W\) equal. Subtraction yields

\[
\boxed{B_{ij}-B_{ji}^*=(e_i-e_j)\,Q_{ij}}
\]

This was tested by quadrature for complex waves at three energies and \(l=0,1,2\), with a different local potential; the largest error was \(3\times10^{-14}\) hartree.

**Check: shift of the energy zero.** Add one constant to \(V\), \(V_{\rm loc}\) and every \(e_i\). Then \(\chi_j\) and \(B\) do not change, and neither does the right-hand side, which depends on an energy difference.

**Where it fails.** If a slope is not matched and \(B\) is still integrated over the interior only, the two surface terms remain:

\[
B_{ij}-B_{ji}^*=(e_i-e_j)Q_{ij}+\tfrac12\big(W[\phi_i,\phi_j]-W[\psi_i,\psi_j]\big).
\]

With one slope deliberately spoiled, the largest violation among the matrix elements was at least \(0.281\) hartree in each of the three channels. The cause is the delta function that the slope jump puts into \(T\phi_j\) at \(R\), which an integral over the interior misses. Counting it adds \(\tfrac12\phi_i^*(R)\,[\psi_j'(R)-\phi_j'(R)]\) to \(B_{ij}\), with \(\phi_j'(R)\) the slope from inside. This cancels the two surface terms and restores the identity, at the price of a singular \(\chi_j\). The argument further needs \(V\) to be Hermitian on the interior alone. A real local \(V\) has this property, and so has a Hermitian nonlocal \(V\) confined inside \(R\). For a nonlocal \(V\) reaching across the surface, such as an exchange operator, \(\langle\psi_i|V\psi_j\rangle_R\) and \(\langle V\psi_i|\psi_j\rangle_R\) need not be equal, and the cancellation is lost. The argument is also nonrelativistic. Scalar-relativistic reference waves obey an equation with the energy-dependent mass \(1+(e-V)/2c^2\), so their overlap no longer balances \(\tfrac12W\), and \(B\) is asymmetric even at \(Q=0\). For the energies and radius of the example the asymmetry is about \(-8\times10^{-6}\) hartree. For a hydrogen-like ion with energies scaled by \(Z^2\) and \(R=3/Z\) bohr it grows about as \(Z^4\), to \(-5.5\) hartree at \(Z=29\).

## From the matrix to the operator

Suppose \(B\) is invertible. Define projector functions and the operator

\[
\beta_i=\sum_j(B^{-1})_{ji}\,\chi_j,\qquad
V_{\rm NL}=\sum_{ij}|\beta_i\rangle B_{ij}\langle\beta_j| .
\]

The \(\beta_i\) vanish beyond \(R\), so their overlaps need the interior only. The index order in \(B^{-1}\) makes them dual to the pseudo waves:

\[
\langle\phi_k|\beta_i\rangle=\sum_j(B^{-1})_{ji}B_{kj}=(BB^{-1})_{ki}=\delta_{ki},
\]

and by conjugation \(\langle\beta_i|\phi_k\rangle=\delta_{ik}\). Therefore

\[
V_{\rm NL}\phi_k=\sum_i\beta_iB_{ik}
=\sum_j\chi_j\sum_i(B^{-1})_{ji}B_{ik}=\chi_k .
\]

Inserting the definition of \(\chi_k\) gives

\[
(T+V_{\rm loc}+V_{\rm NL})\phi_k=e_k\phi_k .
\]

No symmetry of \(B\) was used. The reference energies are thus reproduced even by a non-Hermitian operator, and finding them correct is no evidence of Hermiticity.

For the adjoint, conjugate the coefficient, exchange bra and ket, and rename the indices:

\[
V_{\rm NL}-V_{\rm NL}^\dagger=\sum_{ij}|\beta_i\rangle(B_{ij}-B_{ji}^*)\langle\beta_j|
=\sum_{ij}|\beta_i\rangle(e_i-e_j)Q_{ij}\langle\beta_j| .
\]

If \(Q_{ij}=0\) for all \(i\ne j\), the right-hand side vanishes and \(V_{\rm NL}\) is Hermitian. Conversely, taking the matrix element between \(\phi_i\) and \(\phi_j\) and using duality gives

\[
\langle\phi_i|V_{\rm NL}-V_{\rm NL}^\dagger|\phi_j\rangle=(e_i-e_j)Q_{ij}.
\]

For distinct reference energies, then, the off-diagonal condition is necessary as well as sufficient.

**Limit: one projector.** With a single energy, \(\beta_1=\chi_1/B_{11}\) and

\[
V_{\rm NL}=\frac{|\chi_1\rangle\langle\chi_1|}{B_{11}} .
\]

The boxed identity with \(i=j\) says that \(B_{11}\) is real, whatever \(Q_{11}\) is. A single projector is Hermitian without any norm condition. The difficulty begins with the second energy.

## Reading the condition as orthogonality

For two bound states of different energy, the all-electron waves are orthogonal over all space. The pseudo waves differ from them only inside \(R\), so

\[
\int_0^\infty\phi_i^*\phi_j\,dr=\int_0^\infty\psi_i^*\psi_j\,dr-Q_{ij}=-Q_{ij}\qquad(i\ne j).
\]

In the example the overlap outside is \(-0.54139\). Adding the pseudo overlap inside gives \(0.34139-0.54139=-0.2000\). But \(\phi_1\) and \(\phi_2\) are eigenfunctions of one Hamiltonian with different real eigenvalues. If that Hamiltonian were Hermitian, they would have to be orthogonal. Keeping each norm separately does not secure this; keeping the mutual overlap does.

## What the diagonal elements do

Hermiticity leaves \(Q_{ii}\) free, yet \(Q_{ii}=0\) has its own purpose. Take real waves and let \(L(e)=\psi'(R)/\psi(R)\) be the logarithmic derivative of the regular solution at energy \(e\), with \(\psi_i(R)\ne0\). The all-electron relation between \(\psi_i\) and the solution \(\psi\) at \(e\) is

\[
0=(e-e_i)\langle\psi_i|\psi\rangle_R+\tfrac12\psi_i(R)\psi(R)\,[L(e)-L(e_i)] .
\]

Divide by \(e-e_i\) and let \(e\to e_i\):

\[
\left.\frac{dL}{de}\right|_{e_i}=-\frac{2\langle\psi_i|\psi_i\rangle_R}{\psi_i(R)^2}.
\]

If \(V_{\rm NL}\) is Hermitian, its contribution cancels in the same subtraction for the pseudo Hamiltonian. Provided the regular pseudo solution varies smoothly with energy around \(\phi_i\), the formula then holds with \(\langle\phi_i|\phi_i\rangle_R\) in the numerator. The two slopes agree when \(Q_{ii}=0\), so that scattering is right to first order in \(e-e_i\).

For the 1s wave the all-electron slope is \(-2/0.30843^2=-21.0\) bohr\(^{-1}\) hartree\(^{-1}\). With \(Q_{11}=0.1\) and \(Q_{12}=0\), the pseudo norm is \(0.9\) and the slope is \(-18.9\) in the same unit. The operator is Hermitian, but its scattering changes too slowly with energy.

**Limit: merging energies.** Let \(e_2=e_1+\delta\), with both sets of waves varying smoothly in energy. Then

\[
B_{12}-B_{21}^*=-\delta\,Q_{12},\qquad Q_{12}\to Q_{11}\quad(\delta\to0).
\]

The off-diagonal condition merges with the ordinary norm condition. The asymmetry of the matrix \(B\) disappears in proportion to \(\delta\) even if \(Q_{11}\ne0\), but \(B\) also becomes singular, since its two rows become equal, and the operator does not become Hermitian. The difference quotient \(\dot\phi=(\phi_2-\phi_1)/\delta\) stays finite, and the matrix elements found above give \(\langle\phi_1|V_{\rm NL}-V_{\rm NL}^\dagger|\dot\phi\rangle=-Q_{12}\to-Q_{11}\). The construction needs reference waves that are sufficiently different.

## Can the condition be met?

Take real waves and let \(b_k\) be orthonormal functions on the interior with zero value and slope at \(R\). They can be added without disturbing the matching. Write

\[
\phi_i=f_i+\sum_kA_{ik}b_k,
\]

where \(f_i\) carries the boundary data and is orthogonal to all \(b_k\). With \(P_{ij}=\langle f_i|f_j\rangle_R\), the cross terms vanish and

\[
\langle\phi_i|\phi_j\rangle_R=P_{ij}+(AA^{\mathsf T})_{ij}.
\]

A prescribed \(Q\) therefore requires

\[
AA^{\mathsf T}=M,\qquad M_{ij}=\langle\psi_i|\psi_j\rangle_R-Q_{ij}-P_{ij}.
\]

A matrix \(AA^{\mathsf T}\) has no negative eigenvalue, so neither may \(M\). If this holds and there are at least as many \(b_k\) as waves, then \(A=M^{1/2}U\) is a solution for any \(U\) with \(UU^{\mathsf T}=1\).

For \(Q=0\) enough functions always suffice. Functions with zero value and slope at \(R\) can approximate any square-integrable function on the interior in the mean. As the set \(b_k\) is completed, the remainder \(f_i\) shrinks to zero norm and \(M\) approaches the overlap matrix of the \(\psi_i\). That matrix is positive definite, because regular solutions at distinct energies are linearly independent. The invertibility of \(B\) must still be checked.

In the example three functions \(b_k\) are enough: for \(Q=0\) the eigenvalues of \(M\) are \(0.309\) and \(1.517\). The freedom in \(U\) is used to keep the \(\phi_i\) as close as possible to the \(\psi_i\) in the mean-square sense. The resulting polynomials are listed in the numerical output.

## The complete Hamiltonian

The local potential inside \(R\) is

\[
V_{\rm loc}=-\frac{3}{2R}+\frac{r^2}{2R^3}+v_0\Big(1-\frac{r^2}{R^2}\Big)^2,\qquad v_0=2\ \text{hartree},
\]

which joins \(-1/r\) with continuous value and slope. The model is nonrelativistic hydrogen with a fixed point nucleus. The radial problem is solved up to 40 bohr, where the wave is set to zero.

With all \(Q_{ij}=0\), the matrix has \(B_{12}=B_{21}=-1.711064\) hartree, the difference being \(10^{-14}\) hartree, at rounding level. Its determinant is

\[
1.751437\times1.945984-1.711064^2=0.481\ \text{hartree}^2,
\]

so \(B\) is invertible. Diagonalization returns \(-0.5000000\) and \(-0.1250000\) hartree. The next level lies at \(-0.05555\) hartree, close to the hydrogen 3s energy \(-1/18\) hartree, although 3s was not a reference state. No spurious level appears among these lowest three.

With \(Q_{12}=0\) but \(Q_{11}=Q_{22}=0.1\), \(B\) is again symmetric: both off-diagonal elements are \(-1.603634\) hartree. This confirms that the diagonal deficits do not affect Hermiticity.

The first set of waves, with \(Q_{12}=0.2\), also returns both reference energies, as the duality argument predicts, although its operator is not Hermitian.

## Two attempted repairs when \(Q_{12}\ne0\)

One could replace \(B\) by its Hermitian part, \(\tfrac12(B+B^\dagger)\). This subtracts half of \(V_{\rm NL}-V_{\rm NL}^\dagger\), so the new Hamiltonian \(H_{\rm s}\) gives

\[
(H_{\rm s}-e_k)\phi_k=-\tfrac12\sum_i\beta_i(e_i-e_k)Q_{ik}.
\]

The right-hand side is nonzero when some \(Q_{ik}\) with \(e_i\ne e_k\) is nonzero, because the \(\beta_i\) are linearly independent by duality. The \(\phi_k\) concerned is then no longer an eigenfunction at \(e_k\). In the example the levels move to \(-0.505446\) and \(-0.125097\) hartree, errors of \(-0.0054\) and \(-0.0001\) hartree relative to the reference energies. Hermiticity has been bought by giving up the property for which the operator was built.

The other repair leaves \(\phi_k\) alone and restores the missing overlap in the metric:

\[
S=1+\sum_{ij}|\beta_i\rangle Q_{ij}\langle\beta_j|,\qquad D_{ij}=B_{ij}+e_jQ_{ij}.
\]

Since \(Q_{ji}^*=Q_{ij}\), the boxed identity gives

\[
D_{ij}-D_{ji}^*=(e_i-e_j)Q_{ij}+e_jQ_{ij}-e_iQ_{ij}=0 .
\]

Duality gives \(\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|\phi_k\rangle=\chi_k+e_k\sum_i\beta_iQ_{ik}\), and hence

\[
\Big(T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|\Big)\phi_k=e_kS\phi_k .
\]

For the opening pair,

\[
\begin{aligned}
D_{12}&=-1.450131-0.125\times0.2=-1.475131\ \text{hartree},\\
D_{21}&=-1.375131-0.500\times0.2=-1.475131\ \text{hartree}.
\end{aligned}
\]

The asymmetry is gone, and the generalized problem has among its eigenvalues \(-0.5000000\) and \(-0.1250000\) hartree. These two energies follow from duality alone. The price is an overlap operator different from unity. Only a positive \(S\) defines a norm and thereby guarantees a real spectrum, and positivity is not automatic. The nonzero eigenvalues of \(S-1\) are those of the matrix \(QG\), with \(G_{ij}=\langle\beta_i|\beta_j\rangle\). For real waves with \(Q_{11}=Q_{22}=0\) they are \(Q_{12}\big(G_{12}\pm\sqrt{G_{11}G_{22}}\big)\), so for \(Q_{12}>0\) positivity requires \(Q_{12}\big(\sqrt{G_{11}G_{22}}-G_{12}\big)<1\). The program does not test this. Evaluated from the listed polynomials of the opening pair, the left-hand side is \(2.11\), so \(S\) has the negative eigenvalue \(-1.11\) there, and the generalized problem acquires a spurious level near \(-3.7\) hartree, far below the 1s energy. The example therefore illustrates the symmetry of \(D\) but is not a usable generalized eigenvalue problem. With \(Q=0\) throughout, \(S=1\) and \(D=B\), and the ordinary Hermitian eigenvalue problem is recovered.

## Calculated quantities

```
matching radius R = 3.0 bohr
barrier height in V_loc = 2.0 hartree
number of free functions = 3
e_1, e_2 = -0.500, -0.125 hartree
e_1 - e_2 = -0.375 hartree
psi_1(R) = 0.30843 bohr^-1/2, slope = -0.20562 bohr^-3/2
psi_2(R) = -0.87765 bohr^-1/2, slope = -0.73137 bohr^-3/2
<psi_1|psi_2> inside R = 0.54139
<psi_1|psi_2> outside R = -0.54139
phi_i = sum of c_k (r/R)^(2k+1), k = 0..4, c in bohr^-1/2
case: each norm conserved
 c of phi_1: 3.57193, -16.03310, 36.64904, -37.79013, 13.91069
 c of phi_2: 4.63534, -23.08594, 38.67830, -29.49250, 8.38715
 Q_11, Q_22, Q_12 = 0.0000, 0.0000, 0.2000
 eigenvalues of M = 0.50729, 1.31909
 B_11, B_22 = -1.580147, -1.794362 hartree
 B_12, B_21 = -1.450131, -1.375131 hartree
 B_12 - B_21 = -7.500e-02 hartree
 <phi_1|phi_2> over all space = -2.000e-01
 energies found = -0.5000000, -0.1250000 hartree
case: all Q zero
 c of phi_1: 3.87468, -16.31656, 32.06023, -28.97312, 9.66320
 c of phi_2: 4.90233, -25.28431, 47.53496, -41.67865, 13.64803
 Q_11, Q_22, Q_12 = 0.0000, 0.0000, 0.0000
 eigenvalues of M = 0.30891, 1.51746
 B_11, B_22 = -1.751437, -1.945984 hartree
 B_12, B_21 = -1.711064, -1.711064 hartree
 B_12 - B_21 = 1.066e-14 hartree
 <phi_1|phi_2> over all space = -8.216e-15
 energies found = -0.5000000, -0.1250000 hartree
case: only Q_12 zero
 c of phi_1: 3.75869, -15.20741, 27.19200, -22.10015, 6.66530
 c of phi_2: 4.73459, -25.25424, 50.91833, -47.86465, 16.58833
 Q_11, Q_22, Q_12 = 0.1000, 0.1000, 0.0000
 eigenvalues of M = 0.20891, 1.41746
 B_11, B_22 = -1.652517, -1.789747 hartree
 B_12, B_21 = -1.603634, -1.603634 hartree
 B_12 - B_21 = 1.510e-14 hartree
 <phi_1|phi_2> over all space = -8.105e-15
 energies found = -0.5000000, -0.1250000 hartree
first case, B_12 - B_21 = -2.0409 eV
first case, B symmetrized by hand: energies = -0.505446, -0.125097 hartree
first case, D_12, D_21 = -1.475131, -1.475131 hartree
first case, D and S: energies = -0.5000000, -0.1250000 hartree
all Q zero, three lowest levels = -0.500000, -0.125000, -0.055552 hartree
lowest level of T + V_loc alone = -0.142829 hartree
complex waves, largest error of identity = 3.0e-14 hartree
complex waves, wrong slope: error at least 0.281 hartree
```
